# Efficiency of a silicon microchannel fin cooled on both faces: a numerical check

```python
"""Efficiency of a silicon microchannel fin with an adiabatic tip.

Result under test: eta = tanh(m H)/(m H), m = sqrt(2 h/(k t)).
t: thickness, H: height, k: conductivity, h: coefficient on each face,
theta: temperature excess over the local coolant, x: height from the base.
All heats are per unit length of fin along the flow. SI units inside.
"""
import numpy as np
from scipy.integrate import solve_bvp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import lil_matrix
from scipy.sparse.linalg import spsolve

t, H, k, h = 50e-6, 300e-6, 148.0, 24e3
channel_width = 80e-6
T_coolant, theta_base = 300.0, 50.0
k_water, heat_capacity_water, speed = 0.6, 4.2e6, 2.0   # rough water values
k_exponent = 1.3                                      # rough silicon value


def efficiency(h_face, k_fin=k):
    mH = H * np.sqrt(2 * h_face / (k_fin * t))
    return np.tanh(mH) / mH


def numerical_fin(h_mean, shape=None, tip_conductance=0.0, n=2000):
    """Finite volumes, base excess 1. Returns x, theta, side and tip heat."""
    dx = H / n
    x = (np.arange(n) + 0.5) * dx
    h_local = h_mean * (np.ones(n) if shape is None else shape(x / H))
    link = k * t / dx
    diagonal = 2 * link + 2 * h_local * dx
    diagonal[0] += link
    diagonal[-1] -= link
    tip_link = 0.0
    if tip_conductance > 0:
        tip_link = 1 / (1 / tip_conductance + 1 / (2 * link))
    diagonal[-1] += tip_link
    bands = np.zeros((3, n))
    bands[0, 1:] = -link
    bands[1] = diagonal
    bands[2, :-1] = -link
    source = np.zeros(n)
    source[0] = 2 * link
    theta = solve_banded((1, 1), bands, source)
    return x, theta, np.sum(2 * h_local * theta) * dx, tip_link * theta[-1]


# One-dimensional result: profile, heat and efficiency from the balance
m = np.sqrt(2 * h / (k * t))
mH = m * H
eta = efficiency(h)
x, theta, side_heat, _ = numerical_fin(h)
eta_numerical = side_heat / (2 * h * H)
assert np.max(abs(theta - np.cosh(m * (H - x)) / np.cosh(mH))) < 1e-5
assert abs(side_heat / (k * t * m * np.tanh(mH)) - 1) < 1e-5
for factor in (0.1, 1.0, 4.0, 15.0):
    heat = numerical_fin(factor * h)[2]
    assert abs(heat / (2 * factor * h * H) - efficiency(factor * h)) < 1e-5
assert abs(eta - 0.84) < 0.005

# Response of efficiency and heat to the cooling coefficient
sensitivity = 0.5 * (2 * mH / np.sinh(2 * mH) - 1)
step = 0.01
heat_up = numerical_fin(h * np.exp(step))[2]
heat_down = numerical_fin(h * np.exp(-step))[2]
heat_slope = np.log(heat_up / heat_down) / (2 * step)
assert abs(heat_slope - 1 - sensitivity) < 1e-4
assert sensitivity < 0 < heat_slope

# Conduction across the thickness: series against a two-dimensional grid
half = t / 2
biot = h * half / k
eta_2d = 0.0
for n in range(40):
    root = brentq(lambda u: u * np.sin(u) - biot * np.cos(u),
                  n * np.pi, (n + 0.5) * np.pi, xtol=1e-14)
    weight = 4 * np.sin(root) ** 2 / (2 * root + np.sin(2 * root))
    eta_2d += weight * np.tanh(root * H / half) * k / (h * H)


def grid_efficiency(nx=300, ny=10):
    dx, dy = H / nx, half / ny
    along, across = k * dy / dx, k * dx / dy
    face = dx / (1 / h + dy / (2 * k))
    matrix = lil_matrix((nx * ny, nx * ny))
    source = np.zeros(nx * ny)
    for i in range(nx):
        for j in range(ny):
            p = i * ny + j
            total = 0.0
            if i > 0:
                matrix[p, p - ny] = -along
                total += along
            else:
                source[p] = 2 * along
                total += 2 * along
            if i < nx - 1:
                matrix[p, p + ny] = -along
                total += along
            if j > 0:
                matrix[p, p - 1] = -across
                total += across
            if j < ny - 1:
                matrix[p, p + 1] = -across
                total += across
            else:
                total += face
            matrix[p, p] = total
    field = spsolve(matrix.tocsc(), source).reshape(nx, ny)
    return face * np.sum(field[:, -1]) / (h * H)


eta_grid = grid_efficiency()
assert abs(eta_2d - eta_grid) < 5e-5   # grid error, far below the 2D shift
assert abs(eta_2d - eta) > 5e-4


# Conductivity that falls with temperature
def variable_k_efficiency(exponent):
    def conductivity(excess):
        return k * ((T_coolant + excess) / 300.0) ** (-exponent)

    def equations(s, y):
        return np.vstack((y[1] / conductivity(y[0]),
                          2 * h * H ** 2 * y[0] / t))

    def ends(base, tip):
        return np.array([base[0] - theta_base, tip[1]])

    s = np.linspace(0, 1, 41)
    guess = np.vstack((theta_base * (1 - 0.2 * s), -3000 * (1 - s)))
    answer = solve_bvp(equations, ends, s, guess, tol=1e-8, max_nodes=20000)
    assert answer.success
    fine = np.linspace(0, 1, 4001)
    mean_ratio = np.trapezoid(answer.sol(fine)[0], fine) / theta_base \
        if hasattr(np, "trapezoid") else \
        np.trapz(answer.sol(fine)[0], fine) / theta_base
    from_base = -answer.y[1, 0] * t / (2 * h * H ** 2 * theta_base)
    assert abs(mean_ratio - from_base) < 1e-6
    return from_base


assert abs(variable_k_efficiency(0.0) - eta) < 1e-6
eta_variable = variable_k_efficiency(k_exponent)
k_hot = k * ((T_coolant + theta_base) / 300.0) ** (-k_exponent)
assert efficiency(h, k_hot) < eta_variable < eta

# Conducting cover at tip temperature, wetted over one channel width per fin
beta = h * channel_width / (k * t * m)
cover_heat = k * t * m * (np.tanh(mH) + beta) / (1 + beta * np.tanh(mH))
_, _, sides, tip = numerical_fin(h, tip_conductance=h * channel_width)
assert abs((sides + tip) / cover_heat - 1) < 1e-5
cover_gain = cover_heat / (2 * h * H * eta) - 1
eta_cover = cover_heat / (h * (2 * H + channel_width))


# Uneven cooling: zero at both channel corners, same mean coefficient
def parabola(s):
    return 6 * s * (1 - s)


eta_uneven = numerical_fin(h, parabola)[2] / (2 * h * H)
weak = 1e-3 * h
weak_square = 2 * weak * H ** 2 / (k * t)
loss_even = (1 - numerical_fin(weak)[2] / (2 * weak * H)) / weak_square
loss_uneven = (1 - numerical_fin(weak, parabola)[2]
               / (2 * weak * H)) / weak_square
assert abs(loss_even - 1 / 3) < 1e-3
assert abs(loss_uneven - 13 / 35) < 1e-3
assert eta_uneven < eta

# Heat sink numbers
ideal_heat = 2 * h * H * theta_base
fin_heat = eta * ideal_heat
floor_heat = h * channel_width * theta_base
footprint_flux = (fin_heat + floor_heat) / (t + channel_width)
bare_flux = h * theta_base
hydraulic = 2 * channel_width * H / (channel_width + H)
nusselt = h * hydraulic / k_water
coolant_rise = (fin_heat + floor_heat) / (
    heat_capacity_water * speed * channel_width * H)
one_face = efficiency(h / 2)


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Fin thickness t", f"{t * 1e6:.0f}", "um")
show("Fin height H", f"{H * 1e6:.0f}", "um")
show("Silicon conductivity k", f"{k:.0f}", "W/(m K)")
show("Coefficient on each face h", f"{h / 1e3:.0f}", "kW/(m^2 K)")
show("Channel width", f"{channel_width * 1e6:.0f}", "um")
show("Coolant temperature", f"{T_coolant:.0f}", "K")
show("Base excess", f"{theta_base:.0f}", "K")
show("Water conductivity, rough", f"{k_water:.1f}", "W/(m K)")
show("Water heat capacity, rough", f"{heat_capacity_water/1e6:.1f}",
     "MJ/(m^3 K)")
show("Water speed", f"{speed:.0f}", "m/s")
show("Product k t", f"{k * t:.4f}", "W/K")
show("m squared", f"{m ** 2:.4e}", "1/m^2")
show("m", f"{m:.1f}", "1/m")
show("m H", f"{mH:.4f}")
show("tanh(m H)", f"{np.tanh(mH):.4f}")
show("Efficiency, formula", f"{eta:.4f}")
show("Efficiency, numerical balance", f"{eta_numerical:.4f}")
show("Wrong efficiency, one face counted in m", f"{one_face:.4f}")
show("Tip excess / base excess", f"{1 / np.cosh(mH):.4f}")
show("Tip excess", f"{theta_base / np.cosh(mH):.1f}", "K")
show("Mean fin excess", f"{eta * theta_base:.1f}", "K")
show("Ideal fin heat per length", f"{ideal_heat:.1f}", "W/m")
show("Actual fin heat per length", f"{fin_heat:.1f}", "W/m")
show("Channel floor heat per length", f"{floor_heat:.1f}", "W/m")
show("Footprint flux with fins", f"{footprint_flux / 1e4:.0f}", "W/cm^2")
show("Flux from a bare flat base", f"{bare_flux / 1e4:.0f}", "W/cm^2")
show("Hydraulic diameter", f"{hydraulic * 1e6:.1f}", "um")
show("Implied Nusselt number", f"{nusselt:.2f}")
show("d ln(eta)/d ln(h)", f"{sensitivity:.4f}")
show("d ln(fin heat)/d ln(h)", f"{heat_slope:.4f}")
show("Biot number h(t/2)/k", f"{biot:.5f}")
show("Efficiency, 2D series", f"{eta_2d:.4f}")
show("Efficiency, 2D grid", f"{eta_grid:.4f}")
show("Change from 2D conduction", f"{100 * (eta_2d / eta - 1):.2f}", "%")
show("Conductivity exponent, rough", f"{k_exponent:.1f}")
show("Conductivity at base temperature", f"{k_hot:.1f}", "W/(m K)")
show("Efficiency with k(T)", f"{eta_variable:.4f}")
show("Change from k(T)", f"{100 * (eta_variable / eta - 1):.1f}", "%")
show("Cover parameter beta", f"{beta:.4f}")
show("Base heat gain, conducting cover", f"{100 * cover_gain:.1f}", "%")
show("Efficiency over faces and cover", f"{eta_cover:.4f}")
show("Efficiency with parabolic h", f"{eta_uneven:.4f}")
show("Change from parabolic h", f"{100 * (eta_uneven / eta - 1):.1f}", "%")
show("Weak-cooling loss/(mH)^2, uniform h", f"{loss_even:.4f}")
show("Weak-cooling loss/(mH)^2, parabolic h", f"{loss_uneven:.4f}")
show("Coolant heating along channel", f"{coolant_rise / 1e3:.2f}", "K/mm")
print("PASS")
```

Running it gives:

```
Fin thickness t: 50 um
Fin height H: 300 um
Silicon conductivity k: 148 W/(m K)
Coefficient on each face h: 24 kW/(m^2 K)
Channel width: 80 um
Coolant temperature: 300 K
Base excess: 50 K
Water conductivity, rough: 0.6 W/(m K)
Water heat capacity, rough: 4.2 MJ/(m^3 K)
Water speed: 2 m/s
Product k t: 0.0074 W/K
m squared: 6.4865e+06 1/m^2
m: 2546.9 1/m
m H: 0.7641
tanh(m H): 0.6435
Efficiency, formula: 0.8422
Efficiency, numerical balance: 0.8422
Wrong efficiency, one face counted in m: 0.9129
Tip excess / base excess: 0.7655
Tip excess: 38.3 K
Mean fin excess: 42.1 K
Ideal fin heat per length: 720.0 W/m
Actual fin heat per length: 606.4 W/m
Channel floor heat per length: 96.0 W/m
Footprint flux with fins: 540 W/cm^2
Flux from a bare flat base: 120 W/cm^2
Hydraulic diameter: 126.3 um
Implied Nusselt number: 5.05
d ln(eta)/d ln(h): -0.1521
d ln(fin heat)/d ln(h): 0.8479
Biot number h(t/2)/k: 0.00405
Efficiency, 2D series: 0.8412
Efficiency, 2D grid: 0.8412
Change from 2D conduction: -0.11 %
Conductivity exponent, rough: 1.3
Conductivity at base temperature: 121.1 W/(m K)
Efficiency with k(T): 0.8178
Change from k(T): -2.9 %
Cover parameter beta: 0.1019
Base heat gain, conducting cover: 8.7 %
Efficiency over faces and cover: 0.8078
Efficiency with parabolic h: 0.8249
Change from parabolic h: -2.1 %
Weak-cooling loss/(mH)^2, uniform h: 0.3333
Weak-cooling loss/(mH)^2, parabolic h: 0.3711
Coolant heating along channel: 3.48 K/mm
PASS
```
